# Green-Kubo Heat Conductivity under a Bounded Change of Current

## The question: who owns the energy of a bond?

Two neighbouring atoms in a solid share a spring. A local energy density must assign its energy to sites: half to each atom, all to the left one, or any other split. Each choice gives a different microscopic heat current, yet a bar between two thermostats has one conductivity.

For classical equilibrium dynamics, let $J$ be the volume-integrated heat current along a chosen direction, with $\langle J\rangle=0$. Define

$$C(t)=\langle J(t)J(0)\rangle,\qquad K(\tau)=\int_0^\tau C(t)\,dt,\qquad \kappa=\lim_{\tau\to\infty}\frac{K(\tau)}{Vk_BT^2}.$$

Here $V$ is the volume, or the length $L$ of a one-dimensional chain. For a bulk material, the limit $V\to\infty$ precedes $\tau\to\infty$. The rings below have a convergent integral at fixed size. It defines the conductivity of that particular ring, which approaches the bulk value as the ring grows. The question is what happens when $J$ is replaced by $J'=J+\dot P$.

## Simple case: a derivative on its own

Take a Brownian particle of mass $m$ and friction rate $\gamma$, with $P=x$ and $\dot P=v$. Since $v=\dot x$,

$$\int_0^\tau\langle v(t)v(0)\rangle dt=\langle x(\tau)v(0)\rangle-\langle x(0)v(0)\rangle .$$

In a harmonic trap, $x$ has a finite variance. The equal-time average vanishes because position and velocity are independent at equilibrium, and the first term vanishes at long times because the particle forgets its initial velocity. The integral is therefore zero, although the autocorrelation starts at $k_BT/m$.

Without the trap, the mean velocity obeys $\dot v=-\gamma v$, so the autocorrelation is $(k_BT/m)e^{-\gamma t}$ and its integral tends to $k_BT/(m\gamma)$. The displacement keeps a permanent correlation with the initial velocity. Let $k$ be the stiffness of the trap, kept as a unit when the trap is removed. For $\gamma=0.5$ in units of $\sqrt{k/m}$, the computed integrals are 0 with the trap and 2 without it, in units of $(k_BT/m)\sqrt{m/k}$.

In this limit invariance can fail. If $c\dot x$, with $x$ a free coordinate independent of $J$, is added to a heat current, the cross terms vanish and the time integral grows by $c^2k_BT/(m\gamma)$. After division by $V$, a single such coordinate changes only the conductivity of a finite system; the bulk value shifts when the number of independent free coordinates grows in proportion to $V$. Being a total derivative is therefore not sufficient. The argument below excludes a diffusing $P$ by requiring a finite variance that is constant in time.

## General case: the running integral

Now let $P$ be correlated with $J$. Assume that it is differentiable along the motion and that its variance $\sigma_P^2$ is constant in time and at most proportional to $V$. A strictly bounded $P$ has a finite variance automatically. Expanding the product gives

$$C'(t)=C(t)+\langle J(t)\dot P(0)\rangle+\langle\dot P(t)J(0)\rangle+\langle\dot P(t)\dot P(0)\rangle .$$

The autocorrelation is unchanged if and only if the last three terms cancel at every $t$. In general they do not.

For any $A$, stationarity gives $\langle A(t)P(0)\rangle=\langle A(0)P(-t)\rangle$. Differentiating the right side with respect to $t$ and shifting the time origin back,

$$\frac{d}{dt}\langle A(t)P(0)\rangle=-\langle A(0)\dot P(-t)\rangle=-\langle A(t)\dot P(0)\rangle .$$

This does not require $A$ to be differentiable, which matters below, where $J$ jumps. Using it with $A=J$ and $A=\dot P$, the three integrals are

$$\int_0^\tau\langle J(t)\dot P(0)\rangle dt=\langle JP\rangle-\langle J(\tau)P(0)\rangle,$$

$$\int_0^\tau\langle\dot P(t)J(0)\rangle dt=\langle P(\tau)J(0)\rangle-\langle PJ\rangle,$$

$$\int_0^\tau\langle\dot P(t)\dot P(0)\rangle dt=\langle\dot PP\rangle-\langle\dot P(\tau)P(0)\rangle .$$

The equal-time averages $\langle JP\rangle$ cancel between the first two lines. In the third, $\langle\dot PP\rangle=\tfrac12\,d\langle P^2\rangle/dt=0$. Hence

$$K'(\tau)-K(\tau)=\langle P(\tau)J(0)\rangle-\langle J(\tau)P(0)\rangle-\langle\dot P(\tau)P(0)\rangle .$$

If these correlations, divided by $V$, decay to zero, then $\kappa'=\kappa$. The correlation $\langle\delta P(\tau)\delta P(0)\rangle$, with $\delta P=P-\langle P\rangle$, need not vanish: $P$ may overlap with the conserved energy. The condition just stated concerns only its slope.

For a vector $\mathbf P$ the argument applies to the component along each unit vector $\mathbf n$. It therefore fixes $\mathbf n\cdot\boldsymbol\kappa\cdot\mathbf n$ for all $\mathbf n$, which determines the symmetric part of the conductivity tensor. An antisymmetric, Hall-type part is not covered.

## The same result without assuming decay of the boundary terms

Let $D(\tau)=\int_0^\tau J\,dt$ be the transported energy times distance. Its mean square is a double time integral of $C$. A time separation $t$ occurs with weight $\tau-t$ for each sign, so

$$E(\tau)\equiv\frac{\langle D^2\rangle}{2\tau}=\int_0^\tau\left(1-\frac t\tau\right)C(t)\,dt=\frac1\tau\int_0^\tau K(u)\,du .$$

The last form is a time average of $K$, so it has the same limit whenever $K$ converges. The new current gives $D'-D=P(\tau)-P(0)$. The root-mean-square size of the right side is at most $2\sigma_P$, and the triangle inequality for root-mean-square values yields

$$\left|\sqrt{\langle D'^2\rangle}-\sqrt{\langle D^2\rangle}\right|\le2\sigma_P
\quad\Longrightarrow\quad
\left|\sqrt{E'}-\sqrt E\right|\le\sigma_P\sqrt{\frac2\tau}.$$

After division by $\sqrt V$ the bound still vanishes as $\tau\to\infty$, because $\sigma_P^2/V$ stays finite. Thus the Einstein form gives the same $\kappa$ even if a persistent oscillation prevents $K'$ from settling. Physically, a bounded $P$ can shift the recorded position of the energy by a limited amount, while conduction makes its mean-square displacement grow in proportion to time.

## A chain in which the ambiguity is explicit

Consider a ring of $N$ atoms with spacing $a$, displacements $q_n$, velocities $v_n$, bond springs $k$ and on-site springs $\nu$. Write $r_n=q_{n+1}-q_n$ and $\varphi_n=\tfrac12kr_n^2$. Give the left atom a share $\lambda$ of each bond energy:

$$e_n=\tfrac12mv_n^2+\tfrac12\nu q_n^2+\lambda\varphi_n+(1-\lambda)\varphi_{n-1}.$$

The equation of motion is $m\dot v_n=k(r_n-r_{n-1})-\nu q_n$. In $\dot e_n$ the on-site force cancels the derivative of the on-site energy, leaving

$$\dot e_n=kv_n(r_n-r_{n-1})+\lambda kr_n(v_{n+1}-v_n)+(1-\lambda)kr_{n-1}(v_n-v_{n-1}).$$

Collecting the terms with $r_n$ and those with $r_{n-1}$,

$$\dot e_n=kr_n[(1-\lambda)v_n+\lambda v_{n+1}]-kr_{n-1}[(1-\lambda)v_{n-1}+\lambda v_n].$$

This is $j_{n-1}-j_n$, inflow minus outflow, with

$$j_n=-kr_n[(1-\lambda)v_n+\lambda v_{n+1}],\qquad J_\lambda=a\sum_nj_n .$$

Subtracting the symmetric choice,

$$J_\lambda-J_{1/2}=-a(\lambda-\tfrac12)\sum_nkr_n(v_{n+1}-v_n)=\frac{d}{dt}\Big[-a(\lambda-\tfrac12)\sum_n\varphi_n\Big].$$

The bracket is $P$. At fixed total energy $E_{\rm tot}$, the bond energy lies between 0 and $E_{\rm tot}$, so $|P|\le a|\lambda-\tfrac12|E_{\rm tot}$. In the canonical ensemble with $\nu>0$, correlations between bond energies decay with distance, so the variance of $P$ grows only in proportion to $N$, as the general argument requires.

With these springs alone, the uniform chain has no finite conductivity, because its waves never scatter. Let each velocity therefore change sign at random, independently, at rate $s$. The flips leave every $e_n$ unchanged and do not move the atoms, so the currents and the derivative above remain valid.

## Conductivity of the uniform chain

Expanding $J_{1/2}$ produces $\sum_n(q_{n+1}v_{n+1}-q_nv_n)$, which vanishes on a ring. What remains is

$$J_{1/2}=-\frac{ak}{2}\sum_n(q_{n+1}v_n-q_nv_{n+1})=-\frac{ak}{2}\sum_nv_n(q_{n+1}-q_{n-1}).$$

Between flips this is conserved. In the derivative of the first form, the velocity products cancel. The force terms cancel too, because $\sum_nq_{n+1}\dot v_n$ and $\sum_nq_n\dot v_{n+1}$ both equal

$$\frac1m\sum_n\left[kq_n^2+kq_nq_{n+2}-(\nu+2k)q_nq_{n+1}\right].$$

A flip reverses one $v_n$, changing its term by minus twice its value, at rate $s$. The mean current thus decays at rate $2s$, and $C(t)=C(0)e^{-2st}$.

At equilibrium different velocities are uncorrelated and $\langle v_n^2\rangle=k_BT/m$. With $\Delta=q_{n+1}-q_{n-1}$,

$$C(0)=\frac{a^2k^2}{4}\,N\,\frac{k_BT}{m}\langle\Delta^2\rangle .$$

A plane wave with phase $\theta$ per site has stiffness $A-B\cos\theta$, where $A=\nu+2k$ and $B=2k$, and contributes to $\Delta$ with squared weight $|e^{i\theta}-e^{-i\theta}|^2=4\sin^2\theta$. Equipartition in a long chain gives

$$\langle\Delta^2\rangle=4k_BT\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\frac{\sin^2\theta}{A-B\cos\theta}.$$

Polynomial division in $\cos\theta$ turns the integrand into

$$\frac{\cos\theta}{B}+\frac A{B^2}-\frac{A^2-B^2}{B^2}\,\frac1{A-B\cos\theta}.$$

For the last average, choose $0<z<1$ with $2z/(1+z^2)=B/A$. A geometric series gives $(1-z^2)/(1-2z\cos\theta+z^2)=1+2\sum_{l\ge1}z^l\cos l\theta$, whose average is 1. Therefore $1/(A-B\cos\theta)$ averages to $(1+z^2)/[A(1-z^2)]=1/\sqrt{A^2-B^2}$. The whole integral is $(A-\sqrt{A^2-B^2})/B^2$, and

$$\langle\Delta^2\rangle=\frac{k_BT}{k^2}\left[\nu+2k-\sqrt{\nu(\nu+4k)}\right].$$

Dividing $C(0)/(2s)$ by $Nak_BT^2$ gives

$$\kappa=\frac{k_Ba}{8sm}\left[\nu+2k-\sqrt{\nu(\nu+4k)}\right].$$

Two limits check the formula. As $s\to0$, $\kappa$ diverges because nothing degrades the current. For $\nu\gg k$, the bracket tends to $2k^2/\nu$, so $\kappa$ vanishes as atoms tied to their sites exchange little energy.

## Numbers: different correlations, one conductivity

Set $\nu=k$, $s=0.25\sqrt{k/m}$ and $k_BT=0.01\,ka^2$. Below, $C$ and $K$ are divided by $Nak_BT^2$; their units are then $k_Bak/m$ and $k_Ba\sqrt{k/m}$, and times are in $\sqrt{m/k}$. The formula gives $\kappa=(3-\sqrt5)/2=0.38197$. For a ring of 12 atoms:

| $t$ | $C_{1/2}$ | $C_1$ | $K_{1/2}$ | $K_1$ |
|---:|---:|---:|---:|---:|
| 0 | 0.191 | 0.553 | 0 | 0 |
| 1 | 0.116 | −0.029 | 0.150 | 0.109 |
| 5 | 0.016 | 0.000 | 0.351 | 0.355 |
| 20 | 0.000 | 0.000 | 0.382 | 0.382 |

Assigning each bond wholly to its left atom multiplies the initial autocorrelation by 2.89 and makes it negative at $t=1$. There $K_1$ is 28% below $K_{1/2}$. Both running integrals nevertheless end at 0.38194. The difference from 0.38197 arises because a 12-atom ring has a sum over 12 phases in place of the integral over $\theta$.

A direct stochastic simulation at $t=1$ gives $0.114\pm0.001$ for $C_{1/2}$ and $-0.032\pm0.003$ for $C_1$, with standard errors. Both agree with the table within the asserted tolerance of five standard errors.

The Einstein estimates at $\tau=80$ are 0.3724 and 0.3727, about 2.5% below the limit. For an exponential correlation, integration gives

$$E(\tau)=K(\infty)\left[1-\frac{1-e^{-2s\tau}}{2s\tau}\right].$$

With $2s\tau=40$, the deficit is $1/40$. It comes from the finite observation time; the two currents differ by far less.

An independent route uses an open 40-atom chain between baths at $k_BT=0.012$ and $0.008\,ka^2$. Its steady flux is $3.66945\times10^{-5}\,ka^2\sqrt{k/m}$, and the interior slope of $k_BT$ is $-9.60675\times10^{-5}\,ka$. Fourier's law gives

$$\kappa=k_B\,\frac{3.66945\times10^{-5}}{9.60675\times10^{-5}}\,a\sqrt{k/m}=0.38197\,k_Ba\sqrt{k/m}.$$

The flux is the same for $\lambda=0,\tfrac12,1$. Changing $\lambda$ alters $j_n$ by $-(\lambda-\tfrac12)\dot\varphi_n$, and $\langle\dot\varphi_n\rangle=0$ in a steady state.

## When the autocorrelation does not change

Reflecting the uniform ring reverses $J_{1/2}$ but preserves $\sum_n\varphi_n$. The cross correlations between $J_{1/2}$ and $\dot P$ must then vanish, so

$$C_\lambda(t)=C_{1/2}(t)+a^2(\lambda-\tfrac12)^2\langle\dot U(t)\dot U(0)\rangle,\qquad U=\sum_n\varphi_n .$$

This is even in $\lambda-\tfrac12$. Hence $C_0=C_1$ at all times, although $J_1-J_0=-a\dot U$ is not zero. The computed functions agree to rounding error. Adding the derivative of a quantity with finite variance therefore need not change the autocorrelation.

Removing reflection symmetry tests the general case. Take a ring of two identical cells, each with masses $m,2m,3m$ and bond springs $k,0.5k,2k$. The derivation of $j_n$ holds with $k$ replaced by the spring of each bond. The equal-time average $\langle J_{1/2}\dot P\rangle$ for $\lambda=1$ is now 0.05532. Since $\dot P$ has the opposite sign for $\lambda=0$, the two initial values should differ by four times this number:

$$C_1(0)-C_0(0)=0.59887-0.37759=0.22128=4\times0.05532 .$$

The symmetric choice starts at 0.19135, so all three functions are different. Their time integrals all give $\kappa=0.06913\,k_Ba\sqrt{k/m}$ for this six-atom ring, which is too short to give the bulk value. The boundary formula for $K'-K$, tested here at seven times between 0.5 and 40 with its cross terms present, holds to $6\times10^{-8}$ in the same unit. Further values are in the numerical output.

The practical consequence concerns truncation. Two admissible currents share the long-time limit, but their integrals cut off at a finite time can differ by the boundary correlations. A clear difference between them shows that at least one has not converged. Agreement at a single time does not show the opposite, because the two curves can cross: in the uniform ring at $t=3$ they differ by only 1%, yet both are more than 20% below their common limit.

## Numbers as computed

```
Units: time sqrt(m/k); C in kB a k/m; K, kappa in kB a sqrt(k/m)
pinning 1.0 k; flip rate 0.25 sqrt(k/m); kB T 0.01 k a^2
uniform ring: 12 atoms; time step 0.025; longest time 80.0
t, C(lam=1/2), C(lam=1), K(lam=1/2), K(lam=1)
  0.0   0.19097   0.55278   0.00000   0.00000
  0.5   0.14873   0.00496   0.08449   0.15711
  1.0   0.11583  -0.02937   0.15028   0.10873
  2.0   0.07025   0.03074   0.24143   0.27290
  3.0   0.04261   0.10739   0.29672   0.29365
  5.0   0.01568   0.00017   0.35059   0.35488
 10.0   0.00129   0.00144   0.37937   0.37921
 20.0   0.00001   0.00002   0.38193   0.38192
ratio C(lam=1)/C(lam=1/2) at t=0: 2.8945
largest |C(lam=1)-C(lam=0)|: 3.6e-16
variance of P / (N a kB T^2): 0.04674 kB a
t, Einstein estimate of kappa for lam=1/2 and lam=1
  5.0   0.24171   0.24727
 20.0   0.34375   0.34513
 80.0   0.37240   0.37274
kappa, lam=1/2, ring: 0.381944
kappa, lam=1, ring: 0.381944
kappa, closed formula, infinite chain: 0.381966
largest error of boundary formula, uniform: 5.0e-08
simulation: 40000 copies, t=1.0
sampled C(lam=1/2): 0.1141 +- 0.0013 (standard error)
sampled C(lam=1): -0.0315 +- 0.0031 (standard error)
open chain: 40 atoms, baths kB T 0.012 and 0.008 k a^2
bath friction rate: 1.0 sqrt(k/m)
steady flux: 3.66945e-05 k a^2 sqrt(k/m)
interior slope of kB T: -9.60675e-05 k a
kappa from steady flow: 0.381966
three-atom cell: masses [1.0, 2.0, 3.0] m, springs [1.0, 0.5, 2.0] k
lam, C(0), kappa for the ring of two such cells
   0   0.37759 0.069129
 1/2   0.19135 0.069129
   1   0.59887 0.069129
equal-time cross term <J_half dP/dt>: 0.05532 kB a k/m
largest error of boundary formula, this ring: 5.8e-08
Brownian particle, friction rate 0.5 sqrt(k/m), trap 1.0 k
integral of velocity autocorrelation, unit (kB T/m) sqrt(m/k):
trapped 0.000000, free 2.000000
```
